# The Cox-Strack arctangent and its disc and column limits

## Form of the answer

A metal dot of radius $a$ sits on a wafer of resistivity $\rho$ and thickness $t$ whose whole back is grounded. The potential obeys Laplace's equation, which does not contain $\rho$, and the current density is $\mathbf J=-\nabla\phi/\rho$. At fixed dot voltage $V$ the current $I$ is therefore proportional to $1/\rho$, and $R=V/I$ is proportional to $\rho$. Resistivity divided by length is a resistance, so

$$R=\frac{\rho}{a}\,F(\tau),\qquad \tau=\frac ta .$$

If $R$ becomes independent of $t$ in a thick wafer, $F$ must tend to a constant. If the current in a thin wafer runs straight down, $F$ must tend to $\tau/\pi$. Dimensions give neither the constant nor a proof that these limits are reached. The Cox-Strack spreading term is the choice

$$R_{CS}=\frac{\rho}{2\pi a}\arctan\frac{2t}{a}.$$

## Theorem

**Assumptions.** The resistivity is a uniform scalar. The wafer is laterally unbounded, with $z=0$ at its top and $z=t$ at its back. The dot is an equipotential $\phi=V$, the back has $\phi=0$, and the top outside the dot is insulating. Contact resistance is left out until Proposition 2.

**Theorem.** For every $\tau>0$ the true resistance satisfies

$$\frac{\rho}{2\pi a}\arctan\tau\le R\le\frac{\rho}{4a},\qquad(1)$$

$$\frac{\rho t}{\pi a^2}\,\frac{1}{1+\frac43\tau+\frac12\tau^2}\le R\le\frac{\rho t}{\pi a^2}.\qquad(2)$$

Consequently $R_{CS}/R\to1$ both for $\tau\to\infty$, where $R\to\rho/(4a)$, and for $\tau\to0$, where $R\to\rho t/(\pi a^2)$ in the sense of a ratio tending to 1.

The theorem concerns leading order. $R_{CS}$ does not solve the stated boundary problem at intermediate $\tau$.

## Lemma 1: two minimum principles

**(a)** If a continuous trial potential $\psi$ equals $V$ on the dot and 0 on the back, then $\frac1\rho\int|\nabla\psi|^2\,dv\ge V^2/R$.

**(b)** If a divergence-free current density $\mathbf j$ carries $I$ in through the dot, and nothing through the insulating surface, then $\rho\int j^2\,dv\ge I^2R$.

*Proof.* For (a), write $\psi=\phi+u$, so that $u=0$ on dot and back. Since $\nabla^2\phi=0$, the cross term is $\int\nabla\phi\cdot\nabla u\,dv=\oint u\,\partial_n\phi\,dA$. It vanishes because $u=0$ on the electrodes and $\partial_n\phi=0$ on the insulating surface. What remains is $\frac1\rho\int|\nabla\phi|^2dv+\frac1\rho\int|\nabla u|^2dv$, whose first part is the true dissipation $VI=V^2/R$.

For (b), write $\mathbf j=\mathbf J+\mathbf k$, where $\mathbf k$ is divergence-free and carries no net current through the dot. Then
$$\rho\int\mathbf J\cdot\mathbf k\,dv=-\int\nabla\phi\cdot\mathbf k\,dv=-\oint\phi\,\mathbf k\cdot\mathbf n\,dA=0,$$
since $\phi$ is constant on the dot and zero on the back. The positive term $\rho\int k^2dv$ is left over. Lateral surface terms vanish because $\phi$ decays exponentially sideways. $\square$

## Lemma 2: a disc facing a confocal electrode

Let
$$r=a\sqrt{(1+\zeta^2)(1-\eta^2)},\qquad z=a\zeta\eta,\qquad \zeta\ge0,\;0\le\eta\le1.$$

The surface $\zeta=0$ is the dot, and $\eta=0$ is the plane $z=0$ outside it. Surfaces of constant $\zeta$ are half-spheroids of depth $a\zeta$. **The resistance from the dot to the surface $\zeta_0$ is $(\rho/2\pi a)\arctan\zeta_0$.**

*Proof.* Differentiation gives
$$h_\zeta^2=a^2\left[\frac{\zeta^2(1-\eta^2)}{1+\zeta^2}+\eta^2\right]=a^2\frac{\zeta^2+\eta^2}{1+\zeta^2},$$
$$h_\eta^2=a^2\left[\frac{\eta^2(1+\zeta^2)}{1-\eta^2}+\zeta^2\right]=a^2\frac{\zeta^2+\eta^2}{1-\eta^2},\qquad h_\varphi=r.$$
The coordinates are orthogonal, because $\partial_\zeta r\,\partial_\eta r+\partial_\zeta z\,\partial_\eta z=-a^2\zeta\eta+a^2\zeta\eta=0$. For a potential $\psi(\zeta)$, the current through a patch $d\eta\,d\varphi$ is
$$-\frac{\psi'}{\rho h_\zeta}h_\eta h_\varphi\,d\eta\,d\varphi=-\frac a\rho(1+\zeta^2)\psi'\,d\eta\,d\varphi .$$
It is conserved if $(1+\zeta^2)\psi'$ is constant. No current flows along $\eta$, so the insulating condition on $\eta=0$ holds too. Integration over $\eta$ (range 1) and $\varphi$ (range $2\pi$) gives $I=-(2\pi a/\rho)(1+\zeta^2)\psi'$. Integrating $-\psi'$ from 0 to $\zeta_0$ yields $V=(\rho I/2\pi a)\arctan\zeta_0$. $\square$

For $\zeta_0\to\infty$ the second electrode recedes to infinity and $R=\rho/(4a)$, the disc on a half-space. Its current is spread uniformly in $\eta$, so a patch carries $I\,d\eta\,d\varphi/2\pi$. On the dot $r^2=a^2(1-\eta^2)$, so the patch has area $a^2\eta\,d\eta\,d\varphi$, and
$$J(r)=\frac{I}{2\pi a^2\eta}=\frac{I}{2\pi a\sqrt{a^2-r^2}}.$$
The current crowds at the edge, but the singularity is integrable.

## Proof of the theorem

**Thick wafer, lower bound.** The half-spheroid $\zeta_0=t/a$ just touches the back. Take as trial potential the solution of Lemma 2 inside it and zero outside. This is continuous and meets the conditions of Lemma 1(a). Its dissipation is $V^2/R_s$ with $R_s=(\rho/2\pi a)\arctan(t/a)$, so $V^2/R\le V^2/R_s$ and $R\ge R_s$.

**Thick wafer, upper bound.** In Lemma 1(b) use the half-space current of the disc, cut off at $z=t$, where it may leave through the back. Its dissipation in the slab is less than that in the whole half-space, $I^2\rho/(4a)$. Hence $R\le\rho/(4a)$, and (1) is proved.

**Thin wafer, upper bound.** Use $j_z=I/(\pi a^2)$ in the column under the dot and zero elsewhere. Then $\rho\int j^2dv=\rho I^2t/(\pi a^2)$, and Lemma 1(b) gives the right side of (2).

**Thin wafer, lower bound.** Use $\psi=V(1-z/t)\,g(r)$, with $g=1$ for $r<a$, $g=1-(r-a)/t$ for $a<r<a+t$, and $g=0$ beyond. Since $\int_0^t t^{-2}dz=1/t$ and $\int_0^t(1-z/t)^2dz=t/3$,
$$\frac1{V^2}\int|\nabla\psi|^2dv=\frac1t\int_0^\infty g^2\,2\pi r\,dr+\frac t3\int_0^\infty g'^2\,2\pi r\,dr .$$
With $r=a+s$, the outer ring contributes
$$\frac{2\pi}t\int_0^t\left(1-\frac st\right)^2(a+s)\,ds=2\pi\left(\frac a3+\frac t{12}\right),$$
$$\frac{2\pi t}{3}\int_0^t\frac{a+s}{t^2}\,ds=2\pi\left(\frac a3+\frac t6\right).$$
Adding the column term $\pi a^2/t$ gives
$$\frac1R\le\frac1\rho\left[\frac{\pi a^2}{t}+\frac{4\pi a}3+\frac{\pi t}2\right]=\frac{\pi a^2}{\rho t}\left[1+\frac43\tau+\frac12\tau^2\right],$$
which is the left side of (2).

**The ratio.** Dividing $R_{CS}$ by the bounds in (1) gives
$$\frac{\arctan2\tau}{\pi/2}\le\frac{R_{CS}}R\le\frac{\arctan2\tau}{\arctan\tau}.$$
For $\tau\to\infty$ every arctangent tends to $\pi/2$, and both ends tend to 1. Dividing by the bounds in (2) gives
$$\frac{\arctan2\tau}{2\tau}\le\frac{R_{CS}}R\le\frac{\arctan2\tau}{2\tau}\left(1+\frac43\tau+\frac12\tau^2\right).$$
For $\tau\to0$, $\arctan2\tau\approx2\tau$, and both ends again tend to 1. $\blacksquare$

**Remark: the factor 2.** Lemma 2 with an electrode of depth $t$ contains $\arctan(t/a)$, not $\arctan(2t/a)$. For $t\ll a$ that electrode lies at the local depth $t\sqrt{1-r^2/a^2}$, shallower than the flat back everywhere except on the axis. Its conductance is
$$\int_0^a\frac{2\pi r\,dr}{\rho t\sqrt{1-r^2/a^2}}=\frac{2\pi a^2}{\rho t},$$
twice that of the column. In the family $\arctan(c\,t/a)$ the thick limit does not depend on $c$, while the thin limit requires $c/2\pi=1/\pi$, so $c=2$. At $t/a=0.02$ the form with $c=1$ gives 0.509 of the true resistance.

## Proposition 1: the approach to the limits

$$R\simeq\frac{\rho}{4a}-\frac{\rho\ln2}{2\pi t}\quad(t\gg a),\qquad \frac1R\simeq\frac{\pi a^2}{\rho t}\left(1+\frac{4\ln2}{\pi}\frac ta\right)\quad(t\ll a).$$

*Thick wafer.* Reflection in the grounded back reverses the sign of a source; reflection in the insulating top keeps it. The dot thus has images at $z=\pm2nt$ with signs $(-1)^n$. A distant source of strength $I$ produces $\rho I/(2\pi d)$ at distance $d$, so the images together give
$$2\sum_{n\ge1}(-1)^n\frac{\rho I}{2\pi(2nt)}=-\frac{\rho I}{2\pi t}\ln2$$
at the dot. This is uniform over the dot up to relative corrections of order $a^2/t^2$, so it shifts the voltage without redistributing the current.

*Thin wafer.* Near the edge the problem is two-dimensional. Let $x$ point outward from the edge, $y$ upward from the back, and $w=e^{\pi(x+iy)/t}$. The back maps to $w>0$, the dot to $-1<w<0$ and the insulating top to $w<-1$. With $s=\sqrt{w+1}$ these become $s>1$, $0<s<1$ and the positive imaginary axis. Reflection in that insulating axis leaves the upper half-plane with $V$ on $(-1,1)$ and 0 on the rest of the real line:
$$\phi=\frac V\pi\,\mathrm{Im}\ln\frac{s-1}{s+1}.$$
The current per unit edge length between two boundary points is $1/\rho$ times the change of the real part of the same function. That part is 0 at the edge, $s=0$. At $x=-L$ with $L\gg t$, $s\simeq1-\frac12e^{-\pi L/t}$, and it equals $(V/\pi)\ln(\frac14e^{-\pi L/t})$. The current is
$$\frac{V}{\rho t}\left(L+\frac{2\ln2}\pi t\right),$$
as if the dot were wider by $0.44\,t$. Multiplying this extra width by the perimeter $2\pi a$ gives the stated term; edge curvature is neglected at this order. $\square$

The numerical solution below gives 0.1103 for $\ln2/2\pi=0.1103$ and 0.8826 for $4\ln2/\pi=0.8825$. The arctangent has different corrections. For large $\tau$, $\arctan2\tau\simeq\pi/2-1/(2\tau)$ gives $-\rho/(4\pi t)$, with coefficient 0.0796. For small $\tau$ it has no linear correction at all. Relative to $R$, its excess is therefore about $0.88\,t/a$ in thin wafers and $[(2\ln2-1)/\pi]\,a/t\approx0.12\,a/t$ in thick ones.

## Lemma 3: the resistance at any thickness

Write
$$\phi=\int_0^\infty A(k)\frac{\sinh k(t-z)}{\cosh kt}J_0(kr)\,dk,\qquad A(k)=\int_0^af(x)\cos kx\,dx .$$

This is harmonic and vanishes at $z=t$. The Laplace transform $\int_0^\infty e^{-pk}J_0(kr)dk=1/\sqrt{p^2+r^2}$, continued to $p\to-ix$, shows that for $x<r$
$$\int_0^\infty\cos kx\,J_0(kr)\,dk=\frac1{\sqrt{r^2-x^2}},\qquad \int_0^\infty\sin kx\,J_0(kr)\,dk=0,$$
while the cosine integral vanishes for $x>r$.

The surface current density is $\frac1\rho\int kA\,J_0(kr)\,dk$. By parts, $kA=f(a)\sin ka-\int_0^af'\sin kx\,dx$, so this density vanishes for $r>a$, as required. On the dot we need $\int A\tanh(kt)J_0\,dk=V$. Put $\tanh=1-(1-\tanh)$ and use
$$J_0(kr)=\frac2\pi\int_0^r\frac{\cos kx\,dx}{\sqrt{r^2-x^2}},\qquad V=\frac2\pi\int_0^r\frac{V\,dx}{\sqrt{r^2-x^2}}.$$
Every term is then an integral over $x$ with the weight $1/\sqrt{r^2-x^2}$. The condition holds for all $r<a$ if the integrands balance:
$$f(x)-\frac2\pi\int_0^aK(x,x')f(x')\,dx'=\frac{2V}\pi,$$
$$K=\int_0^\infty(1-\tanh kt)\cos kx\cos kx'\,dk .$$
Inverting the Hankel transform gives $A(k)=\rho\int_0^aJ_z(r)J_0(kr)\,r\,dr$. At $k=0$ this reads $A(0)=\rho I/2\pi$, so $I=(2\pi/\rho)\int_0^af\,dx$. For $t\to\infty$, $K=0$, $f=2V/\pi$ and $R=\rho/(4a)$ again. $\square$

A separate finite-volume solution agreed with this equation within 0.2 % at $t/a=0.5$ and at $t/a=3$.

## Example: dots on a silicon wafer

Take $\rho=0.01\ \Omega\,$cm and $t=300\ \mu$m, both held fixed while the radius varies.

| $a$ (µm) | $t/a$ | $R_{CS}$ (mΩ) | $R$ (mΩ) | excess |
|---|---|---|---|---|
| 10 | 30 | 2473 | 2463 | 0.4 % |
| 100 | 3 | 223.7 | 214.1 | 4.5 % |
| 300 | 1 | 58.7 | 52.2 | 12.5 % |
| 1000 | 0.3 | 8.60 | 7.46 | 15.4 % |
| 10000 | 0.03 | 0.0954 | 0.0930 | 2.5 % |

The excess is relative to $R$. The disc value for the smallest dot is 2500 mΩ and the column value for the largest is 0.0955 mΩ, so the table spans both regimes. The largest excess is 16.6 %, at $t/a=0.46$. At all 35 thicknesses tested between $t/a=0.02$ and 50, $R_{CS}$ lay above $R$.

For the 100 µm dot, $\rho/(2\pi a)=159.155$ mΩ and $\arctan6=1.40565$, hence $R_{CS}=223.7$ mΩ, which is 9.6 mΩ above $R$.

## Proposition 2: adding a contact resistivity

Let the metal-semiconductor interface have contact resistivity $\rho_c$. The metal remains an equipotential, but the silicon beneath it need not. Then
$$R+\frac{\rho_c}{\pi a^2}\le R_{tot}\le R_u+\frac{\rho_c}{\pi a^2},\qquad R_u=\frac{2\rho}{\pi a^2}\int_0^\infty\frac{J_1^2(ka)\tanh kt}{k^2}\,dk .$$

*Proof.* The true current minimises $\rho\int j^2dv+\rho_c\int_{dot}j_z^2dA$ at fixed $I$. Indeed, under the dot $\phi=V-\rho_cJ_z$, so the cross term of Lemma 1(b) becomes $\int_{dot}(V-\rho_cJ_z)k_z\,dA=-\rho_c\int J_zk_z\,dA$, which cancels the cross term of the interface. The minimum of the sum is at least the sum of the separate minima, $I^2R$ and $I^2\rho_c/(\pi a^2)$. This is the lower bound.

For the upper bound, try the flow with uniform density $I/(\pi a^2)$ on the dot. It has $A(k)=\rho I J_1(ka)/(\pi ak)$. The average of $J_0(kr)$ over the dot is $2J_1(ka)/(ka)$, so the mean potential divided by $I$ is $R_u$. $\square$

For the 100 µm dot with $\rho_c=10^{-5}\ \Omega\,$cm², $\rho_c/(\pi a^2)=31.8$ mΩ and $R_u=234.1$ mΩ. The bounds are 245.9 and 265.9 mΩ; the finite-volume solution gives 255.1 mΩ. The interface evens out the current, which adds 9.2 mΩ beyond simple addition.

Now treat 255.1 mΩ as a measurement and extract $\rho_c$ by subtraction, with $\pi a^2=3.14\times10^{-4}$ cm². Using $R_{CS}$ leaves 31.4 mΩ, or $9.9\times10^{-6}\ \Omega\,$cm², within 2 % of the input. Using the true equipotential $R$ leaves 41.1 mΩ, or $1.29\times10^{-5}\ \Omega\,$cm², 29 % too high. The less accurate spreading term gives the better answer because its excess of 9.6 mΩ nearly cancels the 9.2 mΩ of redistribution. This is shown for this dot and this $\rho_c$ alone. With negligible $\rho_c$ nothing would offset the excess, and the subtraction would return $-3.0\times10^{-6}\ \Omega\,$cm².

## The model beside a real wafer

The parameters are rough values for heavily doped n-type silicon: about $4\times10^{18}$ electrons per cm³, with the Fermi level roughly $2k_BT$ below the band edge, so not yet degenerate. Low-field conduction in cubic silicon is isotropic, and degeneracy and tunnelling enter through $\rho$ and $\rho_c$. Giving up the equipotential under the dot moves the 100 µm result by 9.2 mΩ. A back contact with the same $\rho_c$ adds about 1.1 mΩ. The interface accounts for at least 31.8 mΩ of the total, which leaves at most 223.3 mΩ for the silicon. Ambient drift of the silicon therefore adds at most about 1.8 mΩ per kelvin near 300 K, if resistivity rises as the 2.4 power of temperature, a rough upper value. At 100 mA the interface voltage is 3.2 mV on average and about 7 mV at the dot edge, where the current is densest. Both are below $k_BT/e=25.9$ mV, but not by enough to make the nonlinearity negligible. If the contact followed a thermionic diode law with the same zero-bias $\rho_c$, the total at 100 mA would shift by about $-2.6$ or $+3.1$ mΩ depending on polarity, some 10 % of the contact term. A smaller current, or an average over both polarities, reduces this error. If the back is held at a fixed temperature and no heat leaves through the top, the temperature rise in the silicon from Joule heat is $(V\phi-\phi^2/2)/(\rho\kappa)$, the Joule heat of the interface included. With $V=25.5$ mV and a rough thermal conductivity $\kappa=1.3$ W/(cm K), this is at most $V^2/(2\rho\kappa)\approx25$ mK. Peltier heat $STI$ at the dot is not part of this bound and is larger. With a rough Seebeck coefficient $|S|$ of 340 to 510 µV/K it is 10 to 15 mW against 2.6 mW of Joule power. It changes the temperature by $|S|T\phi/(\rho\kappa)$, about 0.2 to 0.3 K under the dot, with a sign set by the current direction. In steady state the resulting thermoelectric voltage raises the apparent silicon resistance by the fraction $S^2T/(\rho\kappa)$, about 0.6 to 1.3 mΩ at any current. For an ideal equipotential dot the field 10 nm inside the edge would be about 110 V/cm, already below the rough $10^3$ V/cm at which mobility starts to fall; the contact resistivity evens out the current and lowers this field to about 7 V/cm. These are ohmic fields of the uniform-$\rho$ model; at this doping the depletion layer under a 0.6 V barrier is itself about 14 nm wide, so the model does not describe the real contact at such distances. Good silicide contacts to silicon doped much more heavily than this wafer can have $\rho_c$ near $10^{-8}\ \Omega\,$cm². On this dot $\rho_c/(\pi a^2)$ is then 0.03 mΩ. Current crowding at the edge raises the contact's actual contribution to about 0.09 mΩ, still far below the 9.6 mΩ error of the arctangent, so this geometry with this formula cannot resolve them. A wafer with a doped surface layer or an epitaxial film violates the uniform-$\rho$ assumption and lies outside the theorem. The numerical output lists a smaller drift (1.71 mΩ per kelvin) and a smaller Joule heating by the wafer current (17.6 mK), because it uses the equipotential $R$ for the silicon; the limits given here also cover the current redistributed by the interface.

## Values computed for the example and the checks

```
Cox-Strack/true - 1 at t/a = 0.02: 1.719 %
Cox-Strack/true - 1 at t/a = 50: 0.248 %
largest excess of Cox-Strack: 16.60 % at t/a = 0.456
arctan(t/a) form/true at t/a = 0.02: 0.5088
thick coefficient, computed: 0.11026 ; ln2/(2 pi): 0.11032
same coefficient in Cox-Strack, 1/(4 pi): 0.07958
thin coefficient, computed: 0.8826 ; 4 ln2/pi: 0.8825
resistivity: 0.010 ohm cm ; thickness: 300 um
contact resistivity put in: 1.00e-05 ohm cm2
a (um) | t/a | R_CS | R_true | disc | column (mohm) | excess (%)
   10 | 30.000 | 2473.5 | 2463.2 | 2500 | 95493 | 0.42
   30 | 10.000 | 806.83 | 796.64 | 833.33 | 10610 | 1.28
  100 | 3.000 | 223.72 | 214.07 | 250 | 954.93 | 4.50
  300 | 1.000 | 58.736 | 52.221 | 83.333 | 106.1 | 12.48
 1000 | 0.300 | 8.601 | 7.4553 | 25 | 9.5493 | 15.37
 3000 | 0.100 | 1.0472 | 0.97329 | 8.3333 | 1.061 | 7.59
10000 | 0.030 | 0.095379 | 0.093014 | 2.5 | 0.095493 | 2.54
Example dot radius: 100 um ; t/a: 3.00
rho/(2 pi a): 159.155 mohm ; arctan(2t/a): 1.40565
R_CS: 223.72 mohm ; R_true: 214.07 mohm
R_CS - R_true: 9.64 mohm
R_true shift, 120 to 240 nodes: 2.8e-14 mohm
R_uniform (uniform current density): 234.06 mohm
rho_c/(pi a^2): 31.83 mohm ; rho_c/(rho a): 0.100
simulated total resistance: 255.14 mohm
its mesh extrapolation shift: -0.066 mohm
rho_c extracted with R_CS: 9.87e-06 ohm cm2
rho_c extracted with R_true: 1.29e-05 ohm cm2
Neglected effects, current: 100 mA
back contact, same rho_c: 1.144 mohm
thermal conductivity (rough): 1.3 W/(cm K)
heating by wafer current, at most: 17.6 mK
heating by contact, estimate: 5.7 mK
ambient drift, resistivity power 2.4 at 300 K: 1.71 mohm/K
mean contact voltage: 3.18 mV ; kT/e: 25.85 mV
field 10 nm inside dot edge: 113 V/cm
decay factor over 5 mm to wafer edge: 4.3e-12
```
